# Antibonding p Levels and the Gamma6 Electron Mass in Fourteen-Band Kane Theory: a program that tests the result

```python
"""
Result under test (Hartree units, zinc-blende crystal, zero of energy at Gamma6c):
  m/m_c = 1 + EP/3*(2/a + 1/a2) - EPc/3*(2/b + 1/b2)
for the fourteen-band k.p model without interband spin-orbit coupling.
  a, a2 : depths of Gamma8v and Gamma7v below Gamma6c
  b, b2 : heights of Gamma8c and Gamma7c above Gamma6c
  EP = 2 P^2   : coupling of Gamma6c to the valence p states
  EPc = 2 P'^2 : coupling of Gamma6c to the antibonding p states
  EQ = 2 Q^2   : coupling of valence p to antibonding p states
  mix          : interband spin-orbit energy Delta-minus, d = mix/3
With mix nonzero the shift from the P-only value is minus a sum of squares
when the diagonal levels are held fixed.
"""
from dataclasses import dataclass, replace
import numpy as np
from scipy.constants import physical_constants, k as k_boltz, e as e_charge

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR_CM = physical_constants["Bohr radius"][0] * 100.0


@dataclass(frozen=True)
class Model:          # all energies in eV
    gap: float        # Gamma6c - Gamma8v
    so_v: float       # valence spin-orbit splitting
    e8c: float        # Gamma8c - Gamma6c
    so_c: float       # antibonding spin-orbit splitting
    EP: float
    EPc: float
    EQ: float
    mix: float        # its sign carries the sign of P*P'*mix


eps = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, l] = 1.0
    eps[i, l, j] = -1.0
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_SIGMA = sum(np.kron(-1j * eps[n], pauli[n]) for n in range(3))
I2, I6 = np.eye(2), np.eye(6)


def hamiltonian(kvec, m):
    """Full 14x14 matrix in the product basis (S, X_v, X_c) x spin, hartree."""
    kvec = np.asarray(kvec, float)
    P, Pc, Q = [np.sqrt(x / HARTREE / 2) for x in (m.EP, m.EPc, m.EQ)]
    H = np.zeros((14, 14), complex)
    H[2:8, 2:8] = (-(m.gap + m.so_v / 3) * I6 + m.so_v / 3 * L_SIGMA) / HARTREE
    H[8:, 8:] = ((m.e8c - m.so_c / 3) * I6 + m.so_c / 3 * L_SIGMA) / HARTREE
    H[:2, 2:8] = 1j * P * np.kron(kvec[None, :], I2)
    H[:2, 8:] = 1j * Pc * np.kron(kvec[None, :], I2)
    sym = np.einsum("n,nij->ij", kvec, np.abs(eps))
    H[2:8, 8:] = 1j * Q * np.kron(sym, I2) + m.mix / 3 / HARTREE * L_SIGMA
    H[2:8, :2] = H[:2, 2:8].conj().T
    H[8:, :2] = H[:2, 8:].conj().T
    H[8:, 2:8] = H[2:8, 8:].conj().T
    return H + 0.5 * (kvec @ kvec) * np.eye(14)


def gamma6(kvec, m):
    return np.linalg.eigvalsh(hamiltonian(kvec, m))[6:8]


def inv_mass(m, direction=(0, 0, 1), k=2e-4):
    """m/m_c by finite differences of the diagonalized bands."""
    u = np.array(direction, float)
    u /= np.linalg.norm(u)
    c1 = 2 * np.mean(gamma6(k * u, m)) / k**2
    c2 = 2 * np.mean(gamma6(2 * k * u, m)) / (2 * k)**2
    return (4 * c1 - c2) / 3


def p_only(EP, gap, so_v):
    return 1 + EP / 3 * (2 / gap + 1 / (gap + so_v))


def upper_terms(m):
    return (-2 * m.EPc / (3 * m.e8c), -m.EPc / (3 * (m.e8c - m.so_c)))


def squares_shift(m):
    P, Pc, d = np.sqrt(m.EP / 2), np.sqrt(m.EPc / 2), m.mix / 3
    a, a2, b, b2 = m.gap, m.gap + m.so_v, m.e8c, m.e8c - m.so_c
    return (-4 / 3 * (Pc * a + P * d)**2 / (a * (a * b + d * d))
            - 2 / 3 * (Pc * a2 - 2 * P * d)**2 / (a2 * (a2 * b2 + 4 * d * d)))


def shift_at_final_levels(m):
    """Fourteen-band m/m_c minus P-only value at the mixed valence levels."""
    lev = np.linalg.eigvalsh(hamiltonian((0, 0, 0), m)) * HARTREE
    return inv_mass(m) - p_only(m.EP, -lev[2], lev[2] - lev[0])


def sign_coefficients(m):
    a, a2, b, b2 = m.gap, m.gap + m.so_v, m.e8c, m.e8c - m.so_c
    A = 2 / (3 * b) + 1 / (3 * b2)
    B = 2 / 3 * (1 / (a * b) - 1 / (a2 * b2))
    C = 2 / (3 * a * b * (a + b)) + 4 / (3 * a2 * b2 * (a2 + b2))
    return A, B, C


# ---- main formula, diagonalization against closed form ----
ex = Model(gap=1.5, so_v=0.35, e8c=3.2, so_c=0.2, EP=28.0, EPc=6.0, EQ=17.0, mix=0.0)
eight = p_only(ex.EP, ex.gap, ex.so_v)
t8, t7 = upper_terms(ex)
fourteen = eight + t8 + t7
numeric14 = inv_mass(ex)
numeric8 = inv_mass(replace(ex, EPc=0.0, EQ=0.0))
assert abs(numeric14 - fourteen) < 1e-4
assert abs(numeric8 - eight) < 1e-4
assert 0 < numeric14 < numeric8
for direction in [(1, 1, 0), (1, 1, 1), (1, 2, 3)]:
    assert abs(inv_mass(ex, direction) - fourteen) < 1e-4
assert abs(inv_mass(replace(ex, EQ=0.0)) - numeric14) < 1e-4

# ---- sum-of-squares shift for random models, both signs of the mixing ----
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(60):
    so_c = rng.uniform(0, 0.6)
    r = Model(rng.uniform(0.4, 2.5), rng.uniform(0, 1), rng.uniform(2, 4) + so_c, so_c,
              rng.uniform(15, 30), rng.uniform(0.1, 10), rng.uniform(5, 20),
              rng.uniform(-0.8, 0.8))
    shift = inv_mass(r) - inv_mass(replace(r, EPc=0.0, EQ=0.0, mix=0.0))
    assert shift < 0
    worst = max(worst, abs(shift - squares_shift(r)))
assert worst < 2e-4
mixed = {s: inv_mass(replace(ex, mix=s * 0.1)) for s in (1, -1)}

# ---- sign at fixed final valence levels: wide gap against narrow gap ----
narrow = Model(gap=0.2, so_v=0.8, e8c=3.2, so_c=0.4, EP=24.0, EPc=0.0, EQ=17.0, mix=-0.3)


def largest_shift(m):
    """Scan the size of P' and both signs of the mixing."""
    best = (-np.inf, None)
    for ratio in np.linspace(0, 0.5, 26):
        for s in (1, -1):
            trial = replace(m, EPc=m.EP * ratio**2, mix=s * 0.3)
            best = max(best, (shift_at_final_levels(trial), trial), key=lambda x: x[0])
    return best


wide_max, _ = largest_shift(ex)
narrow_max, narrow_best = largest_shift(narrow)
criterion = {}
for name, model, top in [("wide", ex, wide_max), ("narrow", narrow, narrow_max)]:
    A, B, C = sign_coefficients(model)
    criterion[name] = B * B / (A * C)
    assert (criterion[name] > 1) == (top > 0)
    predicted = model.EP * (B * B / A - C) * 0.1**2   # small-mixing optimum
    assert abs(top - predicted) < 0.15 * abs(predicted) + 0.003
assert wide_max < 0 < narrow_max

# ---- effective E_P of an eight-band model refitted to the same mass ----
EP_fit = (fourteen - 1) * 3 / (2 / ex.gap + 1 / (ex.gap + ex.so_v))
refit = replace(ex, EP=EP_fit, EPc=0.0, EQ=0.0)
assert abs(inv_mass(refit) - numeric14) < 1e-4

# ---- plane-wave crystal without spin: selection rules and remote bands ----
LATTICE = 10.7   # bohr
SYM = {3: -0.115, 8: 0.005, 11: 0.03}      # hartree, rough III-V scale
ANTI = {3: 0.035, 4: 0.025, 11: 0.005}     # hartree, rough III-V scale
rg = range(-5, 6)
n_int = np.array([(x, y, z) for x in rg for y in rg for z in rg
                  if x % 2 == y % 2 == z % 2 and x * x + y * y + z * z <= 24])
G = 2 * np.pi / LATTICE * n_int


def potential(anti_scale):
    diff = n_int[:, None, :] - n_int[None, :, :]
    sq, phase = (diff**2).sum(-1), np.pi / 4 * diff.sum(-1)
    V = np.zeros(sq.shape, complex)
    for q, v in SYM.items():
        V += np.where(sq == q, v * np.cos(phase), 0)
    for q, v in ANTI.items():
        V += np.where(sq == q, 1j * anti_scale * v * np.sin(phase), 0)
    return V


def crystal(anti_scale):
    V = potential(anti_scale)
    E, U = np.linalg.eigh(np.diag(0.5 * (G**2).sum(1)) + V)
    s = 4 if E[5] - E[4] > 1e-6 else 7
    upper = [n for n in range(4, 8) if n != s]
    assert np.ptp(E[1:4]) < 1e-9 and np.ptp(E[upper]) < 1e-9
    return V, E, U, s, upper


V, E, U, s, upper = crystal(1.0)
assert E[3] < E[s] < E[upper[0]]
p_s = [U.conj().T @ (G[:, n] * U[:, s]) for n in range(3)]   # <n|p_i|S>
others = np.arange(len(E)) != s
terms = np.zeros(len(E))
terms[others] = 2 * np.abs(p_s[2][others])**2 / (E[s] - E[others])
pw_total = 1 + terms.sum()
pw_v, pw_c = terms[1:4].sum(), terms[upper].sum()
pw_remote = pw_total - 1 - pw_v - pw_c
pw_EP = 2 * np.sum(np.abs(p_s[2][1:4])**2) * HARTREE
pw_EPc = 2 * np.sum(np.abs(p_s[2][upper])**2) * HARTREE


def pw_curvature(k):
    shifted = G + np.array([0, 0, k])
    Ek = np.linalg.eigvalsh(np.diag(0.5 * (shifted**2).sum(1)) + V)[s]
    return 2 * (Ek - E[s]) / k**2


pw_fd = (4 * pw_curvature(1e-3) - pw_curvature(2e-3)) / 3
assert abs(pw_fd - pw_total) < 1e-3


def cartesian_triplet(states):
    cols = [U[:, states] @ p_s[n][states] for n in range(3)]
    X = np.array([c / np.linalg.norm(c) for c in cols]).T
    assert np.allclose(X.conj().T @ X, np.eye(3), atol=1e-7)
    return X


Xv, Xc = cartesian_triplet([1, 2, 3]), cartesian_triplet(upper)
cross = np.cross(G[:, None, :], G[None, :, :])


def so_block(left, right, pot):
    """Matrix elements of (grad V x p)_n between two triplets."""
    return np.array([left.conj().T @ (1j * pot * cross[:, :, n]) @ right for n in range(3)])


h = so_block(Xv, Xc, V)
lam = 1j * h[2, 0, 1]
assert abs(lam.imag) < 1e-8 and abs(lam) > 1e-5
assert np.allclose(h, -1j * eps * lam.real, atol=1e-8)
q = np.array([Xv.conj().T @ (G[:, n, None] * Xc) for n in range(3)])
assert abs(q[2, 0, 1].real) < 1e-7 and abs(q[2, 0, 1]) > 0.05
assert np.allclose(q, np.abs(eps) * q[2, 0, 1], atol=1e-7)

V0, E0, U0, s0, upper0 = crystal(0.0)           # inversion symmetry restored
p0 = U0.conj().T @ (G[:, 2] * U0[:, s0])
inv_EP = 2 * np.sum(np.abs(p0[1:4])**2) * HARTREE
inv_EPc = 2 * np.sum(np.abs(p0[upper0])**2) * HARTREE
assert inv_EPc < 1e-8 < 1.0 < inv_EP
assert np.abs(so_block(U0[:, 1:4], U0[:, upper0], V0)).max() < 1e-8

# ---- sizes of neglected effects for the example ----
density = 1e18                                   # cm^-3
kF = (3 * np.pi**2 * density)**(1 / 3) * BOHR_CM  # 1/bohr


def at_kF(direction):
    u = np.array(direction, float)
    return gamma6(kF * u / np.linalg.norm(u), ex) * HARTREE * 1000


e100, e110, e111 = at_kF((1, 0, 0)), at_kF((1, 1, 0)), at_kF((1, 1, 1))
parabola = 0.5 * kF**2 * fourteen * HARTREE * 1000
splits = [np.ptp(gamma6(np.array([1, 1, 0]) / np.sqrt(2) * k, ex)) for k in (0.002, 0.004)]
assert abs(splits[1] / splits[0] - 8) < 0.2      # cubic, hence no effect on the mass
kT = k_boltz * 300 / e_charge * 1000
gap_drop = 0.1                                   # eV, rough, cold to 300 K
warm = replace(ex, gap=ex.gap - gap_drop)
warm_inv = p_only(warm.EP, warm.gap, warm.so_v) + sum(upper_terms(warm))
alpha = 0.07                                     # rough polar coupling constant
with_remote = fourteen + pw_remote

print(f"Input E0, D0: {ex.gap:.2f}, {ex.so_v:.2f} eV")
print(f"Input Gamma8c height b, D1: {ex.e8c:.2f}, {ex.so_c:.2f} eV")
print(f"Gamma7c height b': {ex.e8c - ex.so_c:.2f} eV")
print(f"Input E_P, E_P', E_Q: {ex.EP:.1f}, {ex.EPc:.1f}, {ex.EQ:.1f} eV")
print(f"Gamma8v term in m/m_c: {2 * ex.EP / 3 / ex.gap:.4f}")
print(f"Gamma7v term in m/m_c: {ex.EP / 3 / (ex.gap + ex.so_v):.4f}")
print(f"Eight-band P-only m/m_c: {eight:.4f}")
print(f"Gamma8c term in m/m_c: {t8:.4f}")
print(f"Gamma7c term in m/m_c: {t7:.4f}")
print(f"Antibonding sum: {t8 + t7:.4f}")
print(f"Fourteen-band m/m_c, formula: {fourteen:.4f}")
print(f"Fourteen-band m/m_c, diagonalization: {numeric14:.4f}")
print(f"Eight-band mass: {1 / eight:.5f} m")
print(f"Fourteen-band mass: {1 / fourteen:.5f} m")
print(f"Mass increase: {100 * (eight / fourteen - 1):.2f} %")
print(f"Refitted eight-band E_P: {EP_fit:.3f} eV")
print(f"m/m_c with D- = +0.1 eV: {mixed[1]:.4f}")
print(f"m/m_c with D- = -0.1 eV: {mixed[-1]:.4f}")
print(f"Random models, worst error of squares formula: {worst:.1e}")
print("-- Fixed final valence levels, |D-| = 0.3 eV --")
print(f"Example: B^2/(AC) = {criterion['wide']:.4f}")
print(f"Example: largest shift of m/m_c = {wide_max:.4f}")
print(f"Narrow gap E0, D0: {narrow.gap:.2f}, {narrow.so_v:.2f} eV")
print(f"Narrow gap b, D1, E_P: {narrow.e8c:.2f}, {narrow.so_c:.2f}, {narrow.EP:.1f} eV")
print(f"Narrow gap: B^2/(AC) = {criterion['narrow']:.4f}")
print(f"Narrow gap: largest shift of m/m_c = {narrow_max:+.4f}")
print(f"  at E_P' = {narrow_best.EPc:.3f} eV, D- = {narrow_best.mix:+.1f} eV (P, P' > 0)")
print(f"  fourteen-band m/m_c there: {inv_mass(narrow_best):.3f}")
print("-- Plane-wave crystal, no spin-orbit --")
print(f"Lattice constant: {LATTICE:.1f} bohr; plane waves: {len(G)}")
print(f"Gamma1c above valence top: {(E[s] - E[3]) * HARTREE:.3f} eV")
print(f"Antibonding p above Gamma1c: {(E[upper[0]] - E[s]) * HARTREE:.3f} eV")
print(f"E_P, E_P': {pw_EP:.3f}, {pw_EPc:.3f} eV")
print(f"Valence, antibonding terms: {pw_v:.4f}, {pw_c:.4f}")
print(f"Remote-band term: {pw_remote:+.4f}")
print(f"m/m_c by sum, by curvature: {pw_total:.4f}, {pw_fd:.4f}")
print(f"With inversion: E_P = {inv_EP:.3f} eV, E_P' = {inv_EPc:.1e} eV")
print("-- Neglected effects for the example --")
print(f"Density: {density:.0e} cm^-3; k_F: {kF / (BOHR_CM * 1e7):.4f} nm^-1")
print(f"Parabolic energy at k_F: {parabola:.2f} meV")
print(f"Fourteen-band energy at k_F, [100]: {e100.mean():.2f} meV")
print(f"Same, mean along [110], [111]: {e110.mean():.2f}, {e111.mean():.2f} meV")
print(f"Spin splitting at k_F, [110]: {np.ptp(e110):.3f} meV")
print(f"kT at 300 K: {kT:.2f} meV")
print(f"Mass if E0 falls by {gap_drop:.1f} eV (rough, 300 K): {1 / warm_inv:.5f} m")
print(f"Polaron increase alpha/6, rough alpha {alpha:.2f}: {100 * alpha / 6:.2f} %")
print(f"Mass with plane-wave remote term added: {1 / with_remote:.5f} m")
print("ALL CHECKS PASSED")
```

Printed output:

```
Input E0, D0: 1.50, 0.35 eV
Input Gamma8c height b, D1: 3.20, 0.20 eV
Gamma7c height b': 3.00 eV
Input E_P, E_P', E_Q: 28.0, 6.0, 17.0 eV
Gamma8v term in m/m_c: 12.4444
Gamma7v term in m/m_c: 5.0450
Eight-band P-only m/m_c: 18.4895
Gamma8c term in m/m_c: -1.2500
Gamma7c term in m/m_c: -0.6667
Antibonding sum: -1.9167
Fourteen-band m/m_c, formula: 16.5728
Fourteen-band m/m_c, diagonalization: 16.5728
Eight-band mass: 0.05408 m
Fourteen-band mass: 0.06034 m
Mass increase: 11.57 %
Refitted eight-band E_P: 24.931 eV
m/m_c with D- = +0.1 eV: 16.5505
m/m_c with D- = -0.1 eV: 16.5830
Random models, worst error of squares formula: 5.6e-08
-- Fixed final valence levels, |D-| = 0.3 eV --
Example: B^2/(AC) = 0.0139
Example: largest shift of m/m_c = -0.0220
Narrow gap E0, D0: 0.20, 0.80 eV
Narrow gap b, D1, E_P: 3.20, 0.40, 24.0 eV
Narrow gap: B^2/(AC) = 4.5691
Narrow gap: largest shift of m/m_c = +0.3634
  at E_P' = 1.382 eV, D- = -0.3 eV (P, P' > 0)
  fourteen-band m/m_c there: 88.122
-- Plane-wave crystal, no spin-orbit --
Lattice constant: 10.7 bohr; plane waves: 137
Gamma1c above valence top: 1.434 eV
Antibonding p above Gamma1c: 3.009 eV
E_P, E_P': 18.152, 0.009 eV
Valence, antibonding terms: 12.6556, -0.0031
Remote-band term: -0.0444
m/m_c by sum, by curvature: 13.6080, 13.6080
With inversion: E_P = 20.039 eV, E_P' = 3.0e-28 eV
-- Neglected effects for the example --
Density: 1e+18 cm^-3; k_F: 0.3094 nm^-1
Parabolic energy at k_F: 60.43 meV
Fourteen-band energy at k_F, [100]: 58.18 meV
Same, mean along [110], [111]: 57.55, 57.35 meV
Spin splitting at k_F, [110]: 0.759 meV
kT at 300 K: 25.85 meV
Mass if E0 falls by 0.1 eV (rough, 300 K): 0.05634 m
Polaron increase alpha/6, rough alpha 0.07: 1.17 %
Mass with plane-wave remote term added: 0.06050 m
ALL CHECKS PASSED
```
